Fourth-power radius scaling of nanofilament lifetime under capillary surface diffusion

Suppose a metal filament of radius 10 nm is found to survive for 6800 s, and a lifetime is wanted for one of radius 5 nm. The familiar rule that diffusion times grow as length squared gives 1700 s. For a filament that breaks up by surface diffusion under its own surface tension, the model below gives 430 s, provided the starting shape of one filament is a magnified copy of the other, roughness included. The rule fails for two reasons. The driving force weakens as the radius grows, which adds one power of R, and the atoms travel only in a surface layer of fixed thickness, which adds another.

**The estimate**

Atoms on a curved surface have a chemical potential proportional to the curvature, about 1/R on a filament of radius R. If the shape varies along the filament over a distance of order R, the gradient of curvature is of order 1/R². This gradient drives a surface flux. The surface moves where the flux changes along the filament, which brings another factor 1/R, so the normal speed is

v ~ B/R³,

where B collects the material constants and has the unit nm⁴/s. To cut the filament, the surface must move a distance R:

t ~ R/v ~ R⁴/B.

The estimate leaves open the numerical factor, the role of the initial roughness, and the conditions under which the power is four.

**The equation of motion**

Let the filament be axisymmetric with profile r(z,t), and write p = ∂r/∂z. Its surface energy γ per area is first taken as isotropic. The area is A = 2π ∫ r √(1+p²) dz. A small change δr that vanishes at the ends gives, after one integration by parts,

δA = 2π ∫ [ √(1+p²) − ∂z( r p/√(1+p²) ) ] δr dz.

Since ∂z( p/√(1+p²) ) = r_zz/(1+p²)^(3/2), the second term is p²/√(1+p²) + r r_zz/(1+p²)^(3/2). With √(1+p²) − p²/√(1+p²) = 1/√(1+p²), this becomes

δA = ∫ K · 2πr δr dz,
K = 1/( r√(1+p²) ) − r_zz/(1+p²)^(3/2).  (1)

The factor 2πr δr dz is the added volume, so K is the area gained per volume added. An atom of volume Ω therefore has the chemical potential μ = γΩK, relative to a flat surface.

Surface atoms, ν = Ω^(−2/3) per area, drift down the gradient of μ with the velocity −(D_s/kT) ∂μ/∂s, where s is arc length and D_s is the surface diffusivity averaged over all surface atoms. The flux is

j = −(D_s ν/kT) (1+p²)^(−1/2) ∂μ/∂z.

The current through a ring is 2πr j. If no atoms enter or leave the surrounding matrix, volume conservation reads ∂(πr²)/∂t = −Ω ∂z(2πr j). Inserting j and dividing by 2πr gives

∂r/∂t = (B/r) ∂z[ r (1+p²)^(−1/2) ∂K/∂z ],  (2)
B = D_s γ Ω² ν/(kT) = D_s γ Ω^(4/3)/(kT).

**Why the power is four**

Measure all lengths in units of the initial radius: r = R r′, z = R z′, K = K′/R. On the right of (2) the prefactor 1/r gives 1/R, the outer derivative 1/R, the factor r inside gives R, the inner derivative 1/R, and K gives 1/R. The product is R⁻³. The left side is R ∂r′/∂t. With t = (R⁴/B) t′ both R and B disappear from the equation.

Two filaments whose starting shapes are magnified copies of each other thus pass through the same sequence of shapes, and their lifetimes are in the ratio of R⁴. This holds for the full nonlinear equation. It requires that B be independent of curvature and that no other length enter. A fixed roughness, a fixed electrode gap or a curvature-dependent mobility each brings in such a length.

**The numerical factor**

Let r = R + a cos kz with a ≪ R, and x = kR. To first order in a, (1) gives

K = 1/R − (a/R²) cos kz + a k² cos kz = 1/R + (a/R²)(x² − 1) cos kz.

The term −1 comes from the hoop curvature, which is larger at a neck and drives atoms out of it. The term x² comes from the axial curvature, which draws atoms back. Because ∂K/∂z is already of first order, the other factors in (2) take their cylinder values, and ∂r/∂t = B ∂²K/∂z². Two derivatives of the cosine give −k² = −x²/R², so

da/dt = σa,  σ = (B/R⁴) x²(1 − x²).  (3)

Ripples with x < 1, longer than the circumference, grow. With y = x², the maximum of y(1−y) lies at y = 1/2 and equals 1/4. The fastest ripple has the wavelength 2π√2 R ≈ 8.9R and the e-folding time 4R⁴/B.

If (3) held until the amplitude grew from its initial value ε to R, the lifetime would be (4R⁴/B) ln(R/ε). The last stage is nonlinear, which changes the argument of the logarithm by a constant factor c when ε ≪ R:

t_ret = (4R⁴/B) ln(cR/ε).  (4)

A crude model shows the direction of the change. Let d be the depth of the neck divided by R, and let the growth rate vary as the inverse fourth power of the local neck radius: dd/dt = σd/(1−d)⁴. Then σt is the integral of (1−d)⁴/d from ε/R to 1. Writing (1−d)⁴/d = 1/d − 4 + 6d − 4d² + d³ gives, for small ε/R,

σt = ln(R/ε) − 4 + 3 − 4/3 + 1/4 = ln(R/ε) − 25/12,

so ln c ≈ −2.1. Numerical integration of (2) gives ln c ≈ −1.20, or c ≈ 0.30. The crude model gives the right sign but exaggerates the acceleration.

**A silver-like filament**

Take a filament across a lateral gap of L = 100 nm at 300 K, with rough values for silver: γ = 1.2 J/m² = 7.49 eV/nm² and Ω = 0.017 nm³. Let D_s have the prefactor 10⁻³ cm²/s and an effective barrier of 0.60 eV, which gives D_s = 8.33 nm²/s. It helps to define the capillary length

ℓ = γΩ/(kT) = 7.49 × 0.017/0.02585 = 4.93 nm.

Then B = D_s ℓ Ω^(1/3) = 8.33 × 4.93 × 0.257 ≈ 10.5 nm⁴/s.

For R = 10 nm the e-folding time is 4 × 10⁴/10.544 = 3794 s. With ε = R/20 the logarithm is ln 20 − 1.199 = 1.797, and

t_ret = 3794 s × 1.797 ≈ 6800 s = 1.9 h.

In the nonlinear runs R is the radius of the cylinder of equal volume; taking it as the mean radius instead lengthens the lifetimes at ε/R = 1/20 by 0.3 %. Integration of (2) for the fastest ripple, with ε/R = 1/20 held fixed, gives

R = 5 nm: 426 s
R = 10 nm: 6818 s
R = 20 nm: 1.09 × 10⁵ s, or 30 h

The exponents between successive radii are 4.0001 and 4.0000. Each radius had its own grid, so the agreement also tests the numerical solution. The runs end when the neck radius is 0.1R. For R = 10 nm the stretch from 0.2R to 0.1R takes 0.09 % of the life, so the precise stopping point hardly matters.

**Roughness fixed in nanometres**

A growth process may leave a ripple of the same amplitude on thick and thin filaments. Here ε is the amplitude at the wavelength 8.9R, not the rms roughness. At fixed ε, (4) gives ln t_ret = 4 ln R + ln ln(cR/ε) + constant, and therefore

d ln t_ret/d ln R = 4 + 1/ln(cR/ε).

The thicker filament gains twice: its ripple grows more slowly and starts smaller in proportion. For ε = 0.25 nm the integrated lifetimes are 426 s, 9434 s and 1.93 × 10⁵ s. The exponents are 4.47 from 5 to 10 nm and 4.35 from 10 to 20 nm. They approach four only logarithmically. Over these runs ε/R falls from 0.05 to 0.0125 while ln c stays between −1.203 and −1.198, which supports treating c as a constant for the fastest ripple. It depends on the wavelength: at ε/R = 1/20, ln c is −1.24 at x = 0.63, −1.32 at x² = 0.8 and −1.51 at x² = 0.2. Roughness that is uncorrelated from atom to atom averages out over a wavelength: an rms height of 0.25 nm puts only about 0.002 nm into the fastest ripple at R = 5 nm, and this falls as 1/R. If such roughness were the only seed, the correction would be 2/ln(cR/ε), and (4) would give exponents of 4.28 and 4.24.

**Mobility that depends on curvature**

Equation (2) assumes that the number of mobile atoms is the same on thin and thick filaments. Suppose instead that transport is by adatoms in local equilibrium, with density n = n₀ exp(μ/kT) and diffusivity D_a. Then

j = −D_a ∂n/∂s = −(D_a n₀/kT) exp(μ/kT) ∂μ/∂s.

On a flat surface this matches the earlier flux with D_s ν = D_a n₀. On a cylinder μ/kT = ℓ/R, so the linear growth rate gains the factor exp(ℓ/R). If the logarithm in (4) is held fixed, then

t_ret ∝ R⁴ exp(−ℓ/R),  d ln t_ret/d ln R = 4 + ℓ/R.

The fourth power is then the limit R ≫ ℓ. With ℓ ≈ 5 nm the radii of the example are not deep in that limit. Integration with this mobility, again at ε/R = 1/20, gives 152 s, 4060 s and 8.4 × 10⁴ s, which is 0.36, 0.60 and 0.77 of the constant-mobility values. The linear factor exp(−ℓ/R) alone would give 0.37, 0.61 and 0.78. The exponents rise to 4.74 and 4.37. At R = 1 nm the factor exp(ℓ/R) would exceed 100, and a continuum description is doubtful there in any case.

**A finite gap**

Let the electrodes pass no surface flux and meet the filament at 90°. Ripples must then have k = nπ/L with n = 1, 2, 3, …, so x = nπR/L. If R > L/π, even n = 1 has x > 1, and all axisymmetric ripples decay in the linear theory. Here L/π = 31.8 nm. In a nonlinear run with R = 35 nm, a ripple of 0.05R shrank to 8 % of its initial size in a time 10R⁴/B.

For thinner filaments the best allowed mode grows at the fraction f = 4x²(1−x²) of the maximum rate. Let q = (πR/L)². Modes n and n+1 grow equally fast when

n²(1 − n²q) = (n+1)²(1 − (n+1)²q),

which gives q = 1/[n² + (n+1)²] and

f = 4n²(n+1)²/[n² + (n+1)²]².

As a function of q each mode's f is concave, so between two crossings it is smallest at one of them. The lowest crossing value is that for n = 1, f = 16/25 = 0.64. Above that crossing n = 1 leads, and it falls back to 0.64 at x² = 0.8. For R below √0.8 L/π = 28.5 nm, the e-folding time therefore lies between 1 and 1.56 times 4R⁴/B. The fourth power survives as an envelope, with a bounded modulation. At R = 10 nm the best mode is n = 2, with f = 0.956, so the gap lengthens the e-folding time by about 5 %.

This changes the reading of a design target. Scaling the 10 nm lifetime by R⁴ to ten years gives R ≈ 147 nm. That number has no use in a 100 nm gap, because small ripples already decay above 32 nm, though not far above this limit a deep enough neck can still close. Under these boundary conditions, stability against small ripples comes from the ratio R/L and not from slow diffusion.

**Against real devices**

Silver filaments occur in volatile threshold switches and in electrochemical metallization cells. The values of γ and Ω are reasonable for silver. The barrier is an effective one, and it is the weakest input: an error of 0.1 eV changes the lifetime at 300 K by a factor exp(0.1/0.02585) ≈ 50. For the same reason the 10 nm filament lasts only 188 s at 85 °C, 36 times less than at 300 K. A 100 nm gap suits a lateral device. In a vertical cell with a 10 nm film the limit L/π is about 3 nm, so a uniform cylinder of radius 5 nm would be linearly stable. A real filament may be conical or uneven, and then neither the cylinder nor its stability limit applies directly. The model also assumes that the surroundings make room for the growing bulges, as at a free surface or in a soft or porous matrix. The capillary pressure γ/R is only 0.12 GPa at R = 10 nm, so a dense, stiff oxide may slow the breakup or prevent it.

Crystal anisotropy acts through the surface stiffness. For a surface tilted by a small angle θ, with γ smooth and stationary at θ = 0, the energy per projected area is γ(1 + sθ²/2), where s = 1 + γ″/γ. The axial term x² in K becomes sx², the growth rate is proportional to x²(1 − sx²), and its maximum is 1/(4s). The e-folding time is multiplied by s. For γ ∝ 1 − 0.03 cos 4θ this is a factor of 1.5, and for γ ∝ 1 + 0.03 cos 4θ it is 0.53, so breakup can also be faster. The stability limit of a gap moves to L/(π√s), which is 26 nm and 44 nm in these two cases, so the 32 nm found above holds only for isotropic γ. At a facet γ has a cusp, s has no finite value, and the shape may be pinned for far longer than (4) says.

The matrix can also dissolve the filament. Let P be the diffusivity in the matrix times the dissolved volume fraction at the filament wall, and let the dissolved metal be absorbed at a distance L from the axis. Steady radial diffusion gives d(πr²)/dt = −2πP/ln(L/r), so r ln(L/r) dr = −P dt. Integrating from R to zero gives

t_diss = (R²/2P) [ ln(L/R) + 1/2 ].

For R = 10 nm and constant P this equals 6818 s when P ≈ 0.02 nm²/s. In local equilibrium the solubility at the wall, and with it P, rises as exp(ℓ/r) while the filament thins. With this factor in the integral, and P taken as the flat-surface value, the 10 nm filament dissolves about 2.4 times faster. A more permeable matrix destroys the filament first. Since t_diss grows more slowly with R than t_ret over the radii of the example, dissolution overtakes capillary breakup as the filament gets thicker, and a lifetime that rises more slowly than R⁴ may point to it. Lattice diffusion through the metal, leaving aside grain boundaries and dislocations, is negligible here: with a rough prefactor of 0.5 cm²/s and a barrier of 1.9 eV, it carries of order 10⁻¹⁸ of the surface transport.

The lifetimes in seconds are therefore order-of-magnitude estimates. The ratio between two radii is firmer, because D_s and γ cancel from it if both filaments have the same surface and temperature and start as magnified copies of each other, and if R ≫ ℓ or the mobility does not depend on curvature. A short gap can also shift the ratio. In the example the e-folding times carry a modulation of up to 1.56 for radii below 28.5 nm, and they grow without bound as the radius approaches L/π. The numerical output below lists the values used.

Values computed for the example and the checks

```
Temperature: 300 K; kT = 0.02585 eV
Surface energy: 1.20 J/m2 = 7.490 eV/nm2
Atomic volume: 0.017 nm3; gap length: 100 nm
Surface diffusion: D0 = 1e-03 cm2/s, barrier 0.60 eV
Surface diffusivity D_s: 8.326 nm2/s
Mullins coefficient B: 10.544 nm4/s
Capillary length gamma*Omega/kT: 4.925 nm
Largest curvature error (R=1 units): 2.2e-09
Growth rate at x=0.3000: 0.08190 B/R^4
Growth rate at x=0.5000: 0.18750 B/R^4
Growth rate at x=0.7071: 0.25000 B/R^4
Growth rate at x=0.9000: 0.15390 B/R^4
Growth rate at x=1.2000: -0.63360 B/R^4
Fastest x found in scan: 0.71
Solver speed error at 30 % ripple: 0.01 %
Initial ripple / radius, similar shapes: 0.050
R=5 nm: e-fold time 237.1 s, lifetime 426.1 s = 0.118 h
R=10 nm: e-fold time 3794 s, lifetime 6818 s = 1.89 h
R=20 nm: e-fold time 6.07e+04 s, lifetime 1.091e+05 s = 30.3 h
Exponents, similar shapes: 4.0001 4.0000
Lifetime change on doubled grid: 0.009 %
Share of life from neck 0.2R to 0.1R: 0.091 %
Fixed ripple amplitude: 0.25 nm
R=5 nm, fixed ripple: 426.1 s, ln c = -1.1985
R=10 nm, fixed ripple: 9434 s, ln c = -1.2021
R=20 nm, fixed ripple: 1.93e+05 s, ln c = -1.2029
Constant c (smallest relative ripple): 0.300
Crude neck-model estimate of ln c: -2.083
Exponents, fixed ripple: 4.469 4.354
R=5 nm, curvature-dependent mobility: 151.5 s, ratio 0.355, exp(-l/R) = 0.373
R=10 nm, curvature-dependent mobility: 4060 s, ratio 0.595, exp(-l/R) = 0.611
R=20 nm, curvature-dependent mobility: 8.415e+04 s, ratio 0.771, exp(-l/R) = 0.782
Exponents, that mobility: 4.744 4.373
Stability limit gap/pi: 31.83 nm
Envelope limit sqrt(0.8)*gap/pi: 28.47 nm
Worst gap rate factor below it: 0.640
Gap rate factor at R=10 nm: 0.956
Stable test: R=35.01 nm, ripple left 0.0797
Nominal radius for 10 years: 146.7 nm
Anisotropy a=-0.03: growth time times 1.495
Lifetime at 358.15 K, R=10 nm: 188 s, shorter by 36.3
Thermal roughness scale sqrt(kT/gamma): 0.0588 nm
Bulk/surface transport ratio (D0 0.5 cm2/s, 1.9 eV): 2.8e-18
Matrix permeability for equal dissolution time: 2.055e-02 nm2/s
```
